# How Burkatzki-Filippi-Dolg pseudopotentials remove the nuclear cusp

## The problem at the nucleus

In a quantum Monte Carlo calculation electrons are sampled at points in space, and some of these points fall close to a nucleus. There the attraction \(-Z/r\) is large and negative. An exact wave function compensates it with an equally large positive kinetic energy, which requires a kink at the nucleus, the nuclear cusp. A trial function without the right kink has a local energy that diverges.

A pseudopotential replaces the inner electrons, so its form inside the core can be chosen to avoid this difficulty. The Burkatzki-Filippi-Dolg (BFD) form contains

\[
W(r)=-\frac{Z}{r}+\frac{Z e^{-ar^2}}{r}+aZ\,r\,e^{-br^2}. \tag{1}
\]

Hartree atomic units are used: \(\hbar=m_e=e=4\pi\varepsilon_0=1\). Here \(Z\) is the charge of the ionic core, that is, the nuclear charge minus the number of removed electrons. The exponents \(a,b\) are positive, and the same \(a\) appears in the first exponent and in the prefactor of the last term.

The two added terms do different work. The first removes the \(1/r\) singularity, which is enough to remove the cusp. The second removes the linear term that the first leaves behind, and with it the \(r^3\) term of the orbital. The orbital is then smoother, though still not infinitely differentiable at the nucleus.

## Expansion of the potential

With \(e^{-x}=1-x+x^2/2-x^3/6+\dots\), the first two terms of (1) give

\[
-\frac Zr+\frac Zr\left(1-ar^2+\frac{a^2r^4}{2}-\frac{a^3r^6}{6}+\dots\right)
=-Zar+\frac{Za^2}{2}r^3-\frac{Za^3}{6}r^5+\dots
\]

The singularity is gone, but a linear term of slope \(-Za\) has appeared. The last term of (1) gives

\[
aZr\left(1-br^2+\frac{b^2r^4}{2}-\dots\right)
=Zar-Zab\,r^3+\frac{Zab^2}{2}r^5-\dots
\]

Adding the two lines,

\[
W(r)=Za\left(\frac a2-b\right)r^3
+Za\left(\frac{b^2}{2}-\frac{a^2}{6}\right)r^5+\dots \tag{2}
\]

If the last prefactor in (1) were \(\lambda\) instead of \(aZ\), the linear coefficient would be \(\lambda-Za\). It vanishes for \(\lambda=aZ\) and for no other value. The exponent \(b\) plays no part in this cancellation.

The choice \(b=a/2\) would also remove the \(r^3\) term. The next coefficient is then \(Za(a^2/8-a^2/6)=-Za^3/24\), which is not zero, so an odd power survives for every choice of \(b\).

At large \(r\) both added terms decay as Gaussians and \(W\to-Z/r\): a distant electron sees the full core charge.

## The complete pseudopotential

The BFD operator is semilocal: it acts differently on each angular momentum \(l\) about the nucleus. In channel \(l\) the radial potential is

\[
V_l(r)=W(r)+\sum_i \gamma_i^{(l)}e^{-\delta_i^{(l)}r^2}
=\sum_{j\ge-1}v_j r^j . \tag{3}
\]

The sum contains the Gaussians of the local part and, where a projector acts, those of that channel. Gaussians contain even powers of \(r\) and are finite at the origin. They therefore change \(v_0,v_2,\dots\) but none of the odd coefficients. Three cases will be compared, all with the same Gaussians:

- bare tail, \(-Z/r\) alone: \(v_{-1}=-Z\), \(v_1=v_3=0\);
- first added term included: \(v_{-1}=0\), \(v_1=-Za\);
- both added terms included: \(v_{-1}=v_1=0\), \(v_3=Za(a/2-b)\).

## Radial equation and recursion

Consider one electron in this potential. Write its orbital as \(\psi=R(r)Y_{lm}\) with \(R=r^l f(r)\). The factor \(r^l\) is separated because it belongs to the angular momentum and not to the cusp. The radial part of the Laplacian needs

\[
r^2R'=l\,r^{l+1}f+r^{l+2}f',
\]
\[
(r^2R')'=l(l+1)r^lf+\left[l+(l+2)\right]r^{l+1}f'+r^{l+2}f''.
\]

Divide by \(r^2\) and subtract the centrifugal term \(l(l+1)R/r^2=l(l+1)r^{l-2}f\). The terms without derivatives cancel. What remains is \(r^l[f''+2(l+1)f'/r]\), and the Schrödinger equation becomes

\[
f''+\frac{2(l+1)}{r}f'=2\,(V_l-E)\,f . \tag{4}
\]

Near the origin a trial power \(f\sim r^s\) requires \(s(s+2l+1)=0\). The root \(s=-(2l+1)\) means \(R\sim r^{-l-1}\). For \(l\ge1\) this is not square integrable. For \(l=0\) it is \(1/r\), whose Laplacian contains a delta function that nothing in the Hamiltonian balances. The physical solution has \(s=0\), so

\[
f(r)=\sum_{k\ge0}c_kr^k,\qquad c_0=1 .
\]

Insert this in (4) and collect the power \(r^{k-2}\). The left side contributes \([k(k-1)+2(l+1)k]c_k=k(k+2l+1)c_k\). Hence

\[
k(k+2l+1)\,c_k=2\sum_{j=-1}^{k-2}v_j\,c_{k-2-j}-2E\,c_{k-2}, \tag{5}
\]

where coefficients with a negative index are zero.

**First order.** For \(k=1\) the sum contains only \(j=-1\):

\[
2(l+1)c_1=2v_{-1}\quad\Rightarrow\quad c_1=\frac{v_{-1}}{l+1}. \tag{6}
\]

The bare tail gives \(c_1=-Z/(l+1)\), the nuclear cusp condition. Once the first added term is present, \(v_{-1}=0\) and \(c_1=0\). The linear term of the potential has not entered, so the second added term is not needed for this result.

**Second order.** For \(k=2\) and \(v_{-1}=0\), equation (5) reads \(2(2l+3)c_2=2(v_0-E)\), so

\[
c_2=\frac{v_0-E}{2l+3}. \tag{7}
\]

This even term is an ordinary smooth curvature.

**Third order.** For \(k=3\),

\[
3(2l+4)c_3=2\left(v_{-1}c_2+v_0c_1+v_1\right)-2Ec_1 .
\]

With \(v_{-1}=c_1=0\),

\[
c_3=\frac{v_1}{3(l+2)} . \tag{8}
\]

The first added term alone leaves \(c_3=-Za/[3(l+2)]\). With both terms \(v_1=0\) and \(c_3=0\).

**Fifth order.** For \(k=5\),

\[
5(2l+6)c_5=2\left(v_{-1}c_4+v_0c_3+v_1c_2+v_2c_1+v_3\right)-2Ec_3 .
\]

With both added terms every product on the right vanishes except \(v_3\), and

\[
c_5=\frac{v_3}{5(l+3)}=\frac{Za(a/2-b)}{5(l+3)} . \tag{9}
\]

Neither \(E\) nor the even Gaussians appear in (6), (8) or (9). These odd coefficients are fixed by \(Z\), \(a\), \(b\) and \(l\), whichever state is considered.

If \(b=a/2\), then \(c_5=0\). Equation (5) at \(k=7\) gives \(7(2l+8)c_7=2v_5\), so \(c_7=-Za^3/[168(l+4)]\). The first odd term has moved to a higher order but has not disappeared.

## What an odd power means in space

Even powers \(r^{2n}=(x^2+y^2+z^2)^n\) are polynomials in the Cartesian coordinates and are smooth. Odd powers are not. Take an s orbital along a line through the nucleus, with signed coordinate \(x\) and \(r=|x|\). The \(k\)-th derivative of \(f(|x|)\) tends to \(k!\,c_k\) from the right and to \((-1)^kk!\,c_k\) from the left. For odd \(k\) it jumps by

\[
\Delta_k=2\,k!\,c_k . \tag{10}
\]

The bare tail makes the slope jump. With the first added term alone, the slope and second derivative are continuous and the third derivative jumps. With both terms and \(b\ne a/2\), the first discontinuity is in the fifth derivative.

For \(l\ge1\), \(r^lY_{lm}\) is itself a polynomial in \(x,y,z\). Along the line \(x^l|x|^k\) is, up to sign, \(x^{l+k}\), so the discontinuity appears in the derivative of order \(l+k\). A p orbital has a finite slope at the nucleus, and this slope is not a cusp.

## Orbitals in a mean field

A spherical mean field adds a potential \(u(r)=\sum_ju_jr^j\), so that \(v_j\) becomes \(v_j+u_j\). A field that is finite at the nucleus has \(u_{-1}=0\) and leaves \(c_1=0\). The results for \(c_3\) and \(c_5\) require in addition \(u_1=0\) and \(u_3=0\).

The Hartree potential of a spherical, finite valence density \(n=\sum_jn_jr^j\) satisfies both. Since \(\nabla^2r^j=j(j+1)r^{j-2}\), Poisson's equation \(\nabla^2u=-4\pi n\) gives

\[
j(j+1)\,u_j=-4\pi n_{j-2}.
\]

For \(j=1\) the right side is zero because \(n\) has no \(1/r\) term. For \(j=3\) it is proportional to \(n_1\). This coefficient comes from products of s orbitals, each contributing in proportion to \(2c_1\), and so it vanishes as well. Exchange and correlation potentials need their own examination. A gradient-corrected potential involves second derivatives of the density, so the \(r^5\) term of an s density produces \(u_3\ne0\) and changes (9). Where a spin density vanishes at the nucleus, as for p electrons alone, such a potential need not be finite: Becke-88 exchange then grows roughly as \(1/(r|\ln r|)\), and the power series for \(u\) does not apply.

## Many electrons

Let electron 1 approach the nucleus while the other electrons, with coordinates \(X\), stay at fixed, nonzero and mutually different distances from it. Expand the wave function about the nucleus:

\[
\Psi=\sum_{lm}r_1^lY_{lm}(\hat{\mathbf r}_1)\left[c_0^{lm}(X)+c_1^{lm}(X)\,r_1+\dots\right].
\]

It is assumed that this regular expansion exists, that its coefficients are differentiable in \(X\), and that it may be differentiated term by term.

In component \(lm\) of \(H\Psi=E\Psi\), collect the power \(r_1^{l-1}\). By (4) the kinetic energy of electron 1 contributes \(-\tfrac12\cdot2(l+1)c_1^{lm}\), and the potential contributes \(v_{-1}c_0^{lm}\). Nothing else reaches this power:

- The repulsion \(1/|\mathbf r_1-\mathbf r_j|\) is a sum of terms \(r_1^\lambda Y_{\lambda\mu}\). Acting on a component \(l'\), it gives powers of at least \(r_1^{\lambda+l'}\). Angular momentum coupling requires \(l\le\lambda+l'\), so these powers are no lower than \(r_1^l\).
- The kinetic energies of the other electrons act on the coefficients and leave the power of \(r_1\) unchanged.
- The projectors of another electron rotate it on a sphere of fixed radius about the nucleus. Under the stated conditions that sphere contains no other electron.
- The Gaussians acting on electron 1 are finite.

Therefore

\[
-(l+1)c_1^{lm}+v_{-1}c_0^{lm}=0
\quad\Rightarrow\quad
c_1^{lm}=\frac{v_{-1}}{l+1}\,c_0^{lm}. \tag{11}
\]

For the BFD potential \(v_{-1}=0\), and the many-electron function has no nuclear cusp. This argument concerns \(c_1\) and makes no claim about higher odd coefficients.

The electron-electron cusp remains. For two electrons at separation \(s\), the relative kinetic energy is \(-\nabla_s^2\). If \(\Psi\propto1+\kappa s\) near contact, the singular terms are \(-2\kappa/s+1/s\), so \(\kappa=1/2\). This holds for opposite spins, where \(\Psi\) can be nonzero at contact. For parallel spins \(\Psi\) vanishes at contact and the relative motion has \(l=1\). Equation (4) in the variable \(s\) then has \(1/s\) in place of \(2V_l\), so \(v_{-1}=1/2\), and (6) gives \(1/4\). The pseudopotential does not change this balance.

## Consequences for trial functions and code

**Trial functions.** The local energy is \(E_L=H\Psi_T/\Psi_T\). Suppose a trial function is nonzero at the nucleus and its s component there behaves as \(1+c_1r\). Its kinetic energy contributes \(-c_1/r\), and

\[
E_L=\frac{v_{-1}-c_1}{r}+\text{finite terms}.
\]

The bare tail requires \(c_1=-Z\). The BFD potential requires \(c_1=0\). Gaussian orbitals satisfy this without a constraint. A single Slater function \(e^{-\zeta r}\) has \(c_1=-\zeta\) and produces a false divergence \(+\zeta/r\). If the orbitals are cuspless, an electron-nucleus Jastrow factor \(e^{J(r)}\) must have \(J'(0)=0\).

**Core charge.** The charge in \(-Z/r\) must equal the coefficient of the first added term. If the full nuclear charge \(Z_n\) is used by mistake, \(v_{-1}=-(Z_n-Z)\) and a cusp returns.

**Rounded prefactors.** If the tabulated linear prefactor is \(aZ+\eta\), then \(c_1\) is still zero and (8) gives \(c_3=\eta/[3(l+2)]\). Among C, N, O, F and Si the largest mismatch is \(2.0\times10^{-8}\) hartree/bohr. For an s orbital this means \(|c_3|\) of at most about \(3\times10^{-9}\) bohr\(^{-3}\).

**Small distances.** Evaluating the first two terms of (1) separately subtracts two numbers of size \(Z/r\). With relative rounding error \(\epsilon\), the absolute error is of order \(\epsilon Z/r\) and grows towards the nucleus until \(ar^2\) falls to about \(\epsilon\). For carbon in double precision this happens a little below \(10^{-8}\) bohr, where the error is of order \(10^{-7}\) hartree. Closer in, the exponential rounds to 1 and the two terms cancel to zero, so their true sum \(-Zar\) is lost entirely. The form \(Z\,\mathrm{expm1}(-ar^2)/r\), with \(\mathrm{expm1}(x)=e^x-1\) evaluated without cancellation, avoids this. Adding the last term of (1) still cancels \(-Zar\) against \(+Zar\), so for carbon \(W\) loses all relative accuracy near \(10^{-8}\) bohr; the absolute error, of order \(\epsilon Zar\), is negligible. At \(r=0\) the value of \(W\) is set to its limit, zero.

## Worked example: carbon

The BFD potential of carbon has \(Z=4\), \(a=8.359738\) and \(b=4.483619\) bohr\(^{-2}\). The required prefactor is

\[
aZ=8.359738\times4=33.43895\ \text{hartree/bohr},
\]

in agreement with the tabulated 33.438953. The first surviving coefficient is

\[
v_3=33.43895\,(4.179869-4.483619)=-10.157\ \text{hartree/bohr}^3 .
\]

The table shows \(W\) being built up, without the other Gaussians. Energies are in hartree.

| \(r\) (bohr) | \(-Z/r\) | first term added | both added |
|---|---|---|---|
| 0.001 | −4000 | −0.0334 | 0.0000 |
| 0.1 | −40.000 | −3.2079 | −0.0107 |
| 0.5 | −8.000 | −7.0104 | −1.5601 |
| 1.0 | −4.000 | −3.9991 | −3.6215 |
| 2.0 | −2.000 | −2.0000 | −2.0000 |

At 0.001 bohr the entry under "first term added" is \(-Zar=-0.0334\), the linear term that the last column no longer has. At 0.1 bohr the leading term \(v_3r^3=-0.0102\) already accounts for most of \(W\).

Now place one valence electron outside the C\(^{4+}\) core, which gives C\(^{3+}\). Within this pseudopotential model the lowest s energy is \(-2.36882\) hartree (\(-64.459\) eV) and the lowest p energy is \(-2.06482\) hartree (\(-56.187\) eV).

The local Gaussian has amplitude \(-19.17537\) hartree and the s projector adds \(22.55164\) hartree. Hence \(v_0=3.37627\) hartree for s, while \(v_0=-19.17537\) hartree for p. Equation (7) gives

\[
c_2^{(s)}=\frac{3.37627+2.36882}{3}=1.9150,\qquad
c_2^{(p)}=\frac{-19.17537+2.06482}{5}=-3.4221
\]

in bohr\(^{-2}\). The s orbital rises quadratically away from the nucleus, because \(v_0>E\) in its channel; for the p orbital \(v_0<E\), and \(f\) falls.

The odd coefficients follow from (6), (8) and (9):

| case | s | p |
|---|---|---|
| bare tail, \(c_1\) (bohr\(^{-1}\)) | \(-4\) | \(-4/2=-2\) |
| first term, \(c_3\) (bohr\(^{-3}\)) | \(-33.439/6=-5.573\) | \(-33.439/9=-3.715\) |
| both terms, \(c_5\) (bohr\(^{-5}\)) | \(-10.157/15=-0.677\) | \(-10.157/20=-0.508\) |

The numerical check obtains the same values by solving (4) with the full exponentials, without expanding the potential. All three cases use the energy of the complete BFD potential. The first two rows therefore describe regular solutions at that energy, not bound states of the altered potentials. This does not affect the listed coefficients, which are independent of \(E\).

At \(r=0.1\) bohr the leading odd contributions to the s function, relative to \(f(0)=1\), are \(-0.4\) for the bare tail, \(-5.6\times10^{-3}\) with the first term and \(-6.8\times10^{-6}\) with both. By (10) the fifth derivative still jumps by \(240\times(-0.6771)\approx-162.5\) bohr\(^{-5}\). The discontinuity is real, but its effect on the function near the nucleus is small.

Equation (11) is tested in a two-electron model that keeps s waves and replaces the repulsion by its spherical part, \(1/\max(r_1,r_2)\). With the second electron at \(r_2=1\) bohr, the logarithmic slope at \(r_1=0\) should be \(-4\) for the bare tail and 0 for the BFD potential. A grid of step 0.04 bohr gives \(-3.991\) and \(0.017\) bohr\(^{-1}\), within the test tolerances of 0.1 and 0.05 bohr\(^{-1}\) allowed for the finite grid. The model tests the condition at the nucleus; it does not provide an accurate energy for C\(^{2+}\).

## Values computed for the example and the checks

```
Elements checked for prefactor = a*Z: C N O F Si
Largest mismatch of prefactor: 2.0e-08 hartree/bohr
Carbon core charge Z: 4
Exponent a: 8.359738 bohr^-2
Exponent b: 4.483619 bohr^-2
Tabulated linear prefactor: 33.438953 hartree/bohr
Product a*Z: 33.438953 hartree/bohr
r^3 coefficient of W: -10.15707 hartree/bohr^3
Other local Gaussian: -19.175373 hartree, exponent 3.938313 bohr^-2
Other s-channel Gaussian: 22.551642 hartree, exponent 5.029916 bohr^-2
s-channel potential at r=0: 3.37627 hartree
r (bohr) | -Z/r | first term added | both added (hartree)
0.001 | -4000.00000 | -0.03344 | -0.00000
0.100 | -40.00000 | -3.20794 | -0.01066
0.300 | -13.33333 | -7.05006 | -0.34929
0.500 | -8.00000 | -7.01044 | -1.56014
1.000 | -4.00000 | -3.99906 | -3.62146
2.000 | -2.00000 | -2.00000 | -2.00000
C3+ lowest s energy: -2.368825 hartree = -64.459 eV
  same, Gaussian basis: -2.368824 hartree
  s bare tail: c1 = -4.000000 bohr^-1
  s first term: |c1| < 1e-8 bohr^-1: True
  s first term: c3 = -5.573159 bohr^-3
  s both terms: |c1| < 1e-8 bohr^-1: True
  s both terms: |c3| < 1e-7 bohr^-3: True
  s both terms: c2 = 1.915031 bohr^-2
  s both terms: c5 = -0.677138 bohr^-5
C3+ lowest p energy: -2.064820 hartree = -56.187 eV
  same, Gaussian basis: -2.064819 hartree
  p bare tail: c1 = -2.000000 bohr^-1
  p first term: |c1| < 1e-8 bohr^-1: True
  p first term: c3 = -3.715439 bohr^-3
  p both terms: |c1| < 1e-8 bohr^-1: True
  p both terms: |c3| < 1e-7 bohr^-3: True
  p both terms: c2 = -3.422111 bohr^-2
  p both terms: c5 = -0.507854 bohr^-5
Two-electron model: grid step 0.04 bohr, r2 = 1.00 bohr
  log slope at r1=0, bare tail: -3.991 bohr^-1
  log slope at r1=0, both terms: 0.017 bohr^-1
```
